# The 2n+1 and 2n+2 Rules from a Lagrangian, with Møller–Plesset Energies: a numerical check

```python
"""
Result under test: for L(x, lam, z) = E(x, lam) + z.e(x, lam), stationary in the
parameters lam and the multipliers z, keeping lam through order p and z through
order q gives the energy correctly through order min(2p+1, p+q+1).
So E_(2n+1) needs lam and z to order n; E_(2n+2) needs lam to n+1 and z to n.
Moller-Plesset (MP) energies are the special case H = F + x*Phi with
lam = C (amplitudes of excited determinants, intermediate normalization).
x: perturbation strength; E_N: coefficient of x**N (no factorials).
"""
import numpy as np
import sympy as sp
import mpmath as mp
from pyscf import gto, scf, ao2mo, fci
from pyscf.mp import MP2
from pyscf.fci import cistring, direct_spin1


def contour_coefficients(function, radius, points, max_order):
    """Taylor coefficients from Cauchy's integral on a circle."""
    circle = radius * np.exp(2j * np.pi * np.arange(points) / points)
    values = np.array([function(complex(s)) for s in circle])
    return [np.mean(values * circle ** (-n)).real for n in range(max_order + 1)]


# ---------- Part 1: nonvariational model with two parameters a, b ----------
x, a, b, u, w = sp.symbols("x a b u w")
energy = x + a + x * b + a * b + b**2
constraints = sp.Matrix([x + 2 * a + b + x * b + a**2,
                         2 * x - a + 3 * b + a * b + x * a])
lagrangian = energy + u * constraints[0] + w * constraints[1]
jacobian = constraints.jacobian([a, b])
jacobian0 = jacobian.subs({x: 0, a: 0, b: 0})
stationarity = sp.Matrix([sp.diff(lagrangian, a), sp.diff(lagrangian, b)])


def truncated(series, order):
    return [sum((c[i] * x**k for k, c in enumerate(series[:order + 1])),
                sp.Integer(0)) for i in (0, 1)]


def coefficient(expression, order):
    return sp.expand(expression).coeff(x, order)


highest = 4
parameters = [sp.Matrix([0, 0])]
for k in range(1, highest + 1):
    pa, pb = truncated(parameters, k)
    residual = constraints.subs({a: pa, b: pb}, simultaneous=True)
    known = residual.applyfunc(lambda f: coefficient(f, k))
    parameters.append(-jacobian0.inv() * known)
multipliers = []
for k in range(highest + 1):
    pa, pb = truncated(parameters, k)
    zu, zw = truncated(multipliers, k)
    residual = stationarity.subs({a: pa, b: pb, u: zu, w: zw}, simultaneous=True)
    known = residual.applyfunc(lambda f: coefficient(f, k))
    multipliers.append(-jacobian0.T.inv() * known)

energy_function = sp.lambdify((x, a, b), energy, "math")
constraint_function = sp.lambdify((x, a, b), list(constraints), "math")
jacobian_function = sp.lambdify((x, a, b), list(jacobian), "math")


def model_energy(strength):
    """Solve the constraints by Newton's method, then evaluate the energy."""
    pa = pb = 0 * strength
    for _ in range(12):
        r1, r2 = constraint_function(strength, pa, pb)
        j11, j12, j21, j22 = jacobian_function(strength, pa, pb)
        det = j11 * j22 - j12 * j21
        pa, pb = (pa - (j22 * r1 - j12 * r2) / det,
                  pb - (j11 * r2 - j21 * r1) / det)
    return energy_function(strength, pa, pb)


def model_lagrangian(p, q):
    pa, pb = truncated(parameters, p)
    zu, zw = truncated(multipliers, q)
    return sp.expand(lagrangian.subs({a: pa, b: pb, u: zu, w: zw},
                                     simultaneous=True))


print("MODEL (dimensionless): order k, a_k, b_k, z1_k, z2_k")
for k in range(3):
    print(" ", k, *parameters[k], *multipliers[k])
print("N, p, q, E_N from L, E_N from solved constraints")
reference = contour_coefficients(model_energy, 0.1, 32, 6)
for n in range(1, 7):
    p, q = n // 2, (n - 1) // 2
    value = float(coefficient(model_lagrangian(p, q), n))
    assert abs(value - reference[n]) < 1e-8
    print(f"  {n} {p} {q} {value:.8f} {reference[n]:.8f}")

mp.mp.dps = 120
print("p, q, measured power of x in the error of L (q=-1: no z)")
for p, q in [(0, -1), (1, -1), (0, 0), (1, 0), (1, 1), (1, 2),
             (2, 1), (2, 2), (3, 2)]:
    polynomial = sp.Poly(model_lagrangian(p, q), x)
    errors = []
    for strength in (mp.mpf(10) ** -6, mp.mpf(10) ** -7):
        trial = sum((mp.mpf(int(c.p)) / int(c.q) * strength ** m[0]
                     for m, c in polynomial.terms()), mp.mpf(0))
        errors.append(abs(trial - model_energy(strength)))
    power = float(mp.log10(errors[0] / errors[1]))
    assert abs(power - min(2 * p + 2, p + q + 2)) < 1e-3
    print(f"  {p} {q} {power:.4f}")

# ---------- Part 2: MP energies of BH in the full determinant space ----------
bond = 1.25
molecule = gto.M(atom=f"B 0 0 0; H 0 0 {bond}", basis="sto-3g",
                 unit="Angstrom", verbose=0)
mean_field = scf.RHF(molecule)
mean_field.conv_tol = 1e-13
mean_field.conv_tol_grad = 1e-8
mean_field.kernel()
orbitals = mean_field.mo_coeff
norb = orbitals.shape[1]
nocc = molecule.nelectron // 2
h1 = orbitals.T @ mean_field.get_hcore() @ orbitals
eri = ao2mo.kernel(molecule, orbitals)
h2 = direct_spin1.absorb_h1e(h1, eri, norb, (nocc, nocc), 0.5)
strings = cistring.make_strings(range(norb), nocc)
occupation = np.array([[(int(s) >> i) & 1 for i in range(norb)] for s in strings])
size = len(strings) ** 2
hamiltonian = np.zeros((size, size))
for k in range(size):
    unit = np.zeros(size)
    unit[k] = 1.0
    column = direct_spin1.contract_2e(h2, unit.reshape(len(strings), -1),
                                      norb, (nocc, nocc))
    hamiltonian[:, k] = np.asarray(column).ravel()
assert np.allclose(hamiltonian, hamiltonian.T, atol=1e-10)
string_energy = occupation @ mean_field.mo_energy
fock = np.add.outer(string_energy, string_energy).ravel()
string_level = nocc - occupation[:, :nocc].sum(axis=1)
level = np.add.outer(string_level, string_level).ravel()[1:]

E0 = fock[0]
E1 = hamiltonian[0, 0] - E0
nuclear = molecule.energy_nuc()
assert abs(E0 + E1 + nuclear - mean_field.e_tot) < 1e-8
v = hamiltonian[1:, 0]
D = fock[1:] - E0
W = hamiltonian[1:, 1:] - np.diag(fock[1:]) - E1 * np.eye(size - 1)
assert D.min() > 0


def correlation_energy(strength):
    """Eigenvalue of F + x*Phi minus (E0 + x*E1), by exact partitioning."""
    shift = 0.0 * strength
    for _ in range(80):
        matrix = -strength * W
        matrix[np.diag_indices(size - 1)] += shift - D
        new = strength**2 * (v @ np.linalg.solve(matrix, v))
        change, shift = abs(new - shift), new
        if change < 1e-14:
            break
    assert change < 1e-12
    return shift


half = np.diag(fock) + 0.4 * (hamiltonian - np.diag(fock))
assert abs(np.linalg.eigvalsh(half)[0] - E0 - 0.4 * E1
           - correlation_energy(0.4)) < 1e-9
exact = contour_coefficients(correlation_energy, 0.4, 24, 7)

# Amplitudes C_k and multipliers Z_k, each from its own order-by-order equation.
C, Z = [np.zeros(size - 1)], [np.zeros(size - 1)]
for k in range(1, 4):
    source = v if k == 1 else 0.0 * v
    right_c = source + W @ C[k - 1]
    right_z = source + W @ Z[k - 1]
    for j in range(2, k):
        right_c = right_c - (v @ C[j - 1]) * C[k - j]
        right_z = right_z - (v @ C[j - 1]) * Z[k - j]
    right_z = right_z - v * sum(Z[j] @ C[k - 1 - j] for j in range(1, k - 1))
    C.append(-right_c / D)
    Z.append(-right_z / D)
assert np.allclose(Z[1], C[1], atol=1e-12)
assert np.allclose(Z[2], C[2], atol=1e-12)
assert np.allclose(Z[3], C[3] - (C[1] @ C[1]) * C[1], atol=1e-12)
assert np.linalg.norm(Z[3] - C[3]) > 1e-4


def mp_lagrangian_coefficient(order, p, q):
    """Coefficient of x**order (order >= 2) of L with truncated C and Z."""
    zero = np.zeros(size - 1)

    def amp(k):
        return C[k] if 0 <= k <= p else zero

    def residual(m):
        r = D * amp(m) + W @ amp(m - 1) + (v if m == 1 else zero)
        for k in range(2, m):
            r = r - (v @ amp(k - 1)) * amp(m - k)
        return r

    return v @ amp(order - 1) + sum(Z[j] @ residual(order - j)
                                    for j in range(1, min(q, order) + 1))


for p in range(4):
    for q in range(4):
        for n in range(2, min(2 * p + 3, p + q + 1) + 1):
            assert abs(mp_lagrangian_coefficient(n, p, q) - exact[n]) < 1e-9
for p, q in [(1, 0), (1, 1), (2, 1), (2, 2), (3, 2)]:
    n = p + q + 2
    assert abs(mp_lagrangian_coefficient(n, p, q) - exact[n]) > 1e-7

# Closed formulas against the contour coefficients and an orbital MP2 code.
E2 = v @ C[1]
E3 = C[1] @ W @ C[1]
E4 = C[1] @ W @ C[2] - E2 * (C[1] @ C[1])
E5 = C[2] @ W @ C[2] - 2 * E2 * (C[1] @ C[2]) - E3 * (C[1] @ C[1])
for n, value in zip(range(2, 6), (E2, E3, E4, E5)):
    assert abs(value - exact[n]) < 1e-9
orbital_mp2 = MP2(mean_field).kernel()[0]
assert abs(orbital_mp2 - E2) < 1e-8
assert np.abs(C[1][level != 2]).max() < 1e-6
assert all(np.linalg.norm(C[2][level == m]) > 1e-5 for m in (1, 2, 3, 4))

# With Z = C/(1+C.C) the Lagrangian is the Rayleigh quotient for any C.
trial = 0.1 * np.random.default_rng(1).normal(size=size - 1)
full = np.concatenate(([1.0], trial))
projected = hamiltonian[0] @ full
lag = projected + trial @ (hamiltonian[1:] @ full - projected * trial) / (full @ full)
assert abs(lag - full @ hamiltonian @ full / (full @ full)) < 1e-9

eigenvalues, eigenvectors = np.linalg.eigh(hamiltonian)
state = int(np.argmax(eigenvectors[0] ** 2))
full_ci = eigenvalues[state] + nuclear
assert abs(correlation_energy(1.0) + mean_field.e_tot - full_ci) < 1e-8

print(f"BH, RHF/STO-3G, bond length {bond} angstrom, {size} determinants")
print(f"E0 = {E0:.6f} Eh, E1 = {E1:.6f} Eh, nuclear = {nuclear:.6f} Eh")
print(f"RHF total energy = {mean_field.e_tot:.6f} Eh")
print(f"MP2 energy from orbital formula = {orbital_mp2:.8f} Eh")
print("N, p, q, E_N from L (Eh), E_N from contour (Eh), partial sum (Eh)")
total = mean_field.e_tot
for n in range(2, 8):
    p, q = n // 2, (n - 1) // 2
    value = mp_lagrangian_coefficient(n, p, q)
    total += value
    print(f"  {n} {p} {q} {value:.8f} {exact[n]:.8f} {total:.6f}")
print(f"full CI total energy = {full_ci:.6f} Eh")
print(f"full CI state index (0 = lowest) = {state}")
print(f"reference weight in full CI = {eigenvectors[0, state]**2:.4f}")
print(f"full CI minus sum through E7 = {full_ci - total:.6f} Eh")
print(f"C1.C1 = {C[1] @ C[1]:.6f}, C1.C2 = {C[1] @ C[2]:.6f}")
print(f"norm of Z3 - C3 = {np.linalg.norm(Z[3] - C[3]):.6f}")
print("one order too few: N, p, q, coefficient of L (Eh)")
for p, q in [(1, 0), (1, 1), (2, 1)]:
    n = p + q + 2
    print(f"  {n} {p} {q} {mp_lagrangian_coefficient(n, p, q):.8f}")
print("E4 parts (Eh):")
coupling = C[1] @ W
for m, name in enumerate(("singles", "doubles", "triples", "quadruples"), 1):
    print(f"  {name} {coupling[level == m] @ C[2][level == m]:.8f}")
print(f"  renormalization -E2*C1.C1 {-E2 * (C[1] @ C[1]):.8f}")
print("PASS")
```

Output:

```
MODEL (dimensionless): order k, a_k, b_k, z1_k, z2_k
  0 0 0 -3/7 1/7
  1 -1/7 -5/7 131/343 73/343
  2 100/343 38/343 -940/16807 -4764/16807
N, p, q, E_N from L, E_N from solved constraints
  1 0 0 0.85714286 0.85714286
  2 1 0 0.18950437 0.18950437
  3 1 1 -0.27369548 -0.27369548
  4 2 1 0.03761795 0.03761795
  5 2 2 0.01867471 0.01867471
  6 3 2 -0.01478590 -0.01478590
p, q, measured power of x in the error of L (q=-1: no z)
  0 -1 1.0000
  1 -1 2.0000
  0 0 2.0000
  1 0 3.0000
  1 1 4.0000
  1 2 4.0000
  2 1 5.0000
  2 2 6.0000
  3 2 7.0000
BH, RHF/STO-3G, bond length 1.25 angstrom, 400 determinants
E0 = -16.311230 Eh, E1 = -10.557748 Eh, nuclear = 2.116709 Eh
RHF total energy = -24.752269 Eh
MP2 energy from orbital formula = -0.02986571 Eh
N, p, q, E_N from L (Eh), E_N from contour (Eh), partial sum (Eh)
  2 1 0 -0.02986571 -0.02986571 -24.782135
  3 1 1 -0.01361116 -0.01361116 -24.795746
  4 2 1 -0.00691783 -0.00691783 -24.802664
  5 2 2 -0.00365920 -0.00365920 -24.806323
  6 3 2 -0.00193495 -0.00193495 -24.808258
  7 3 3 -0.00099626 -0.00099626 -24.809255
full CI total energy = -24.810032 Eh
full CI state index (0 = lowest) = 0
reference weight in full CI = 0.9156
full CI minus sum through E7 = -0.000777 Eh
C1.C1 = 0.019437, C1.C2 = 0.009782
norm of Z3 - C3 = 0.002710
one order too few: N, p, q, coefficient of L (Eh)
  3 1 0 0.00000000
  4 1 1 0.00058051
  5 2 1 0.00055672
E4 parts (Eh):
  singles -0.00014898
  doubles -0.00703001
  triples -0.00004181
  quadruples -0.00027754
  renormalization -E2*C1.C1 0.00058051
PASS
```
